# Absolute Deformation Potentials from Joined Strained Regions of One Crystal: a program that tests the result

```python
"""Absolute band-edge deformation potential from a strained-region supercell.

Result under test, for strain e along the layer normal:
  Xi = [E(+e) - E(-e) + Vbar(+e) - Vbar(-e)] / (2 e)
E    : bulk band edge measured from the bulk mean electrostatic energy
Vbar : macroscopic mean electrostatic electron energy in a joined supercell
The crystal is a stack of Gaussian ion planes, two electrons per plane and
in-plane area AREA, with Hartree and local exchange and no in-plane motion.
Internal units are Hartree atomic units; printed units are eV and nm.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq

EV = const.physical_constants["Hartree energy in eV"][0]
NM = const.physical_constants["Bohr radius"][0] * 1e9
SPACING = 0.30 / NM
AREA = 0.033 / NM**2
ION_WIDTH = 0.07 / NM
GUESS_WIDTH = 0.095 / NM
STRAIN = 0.01
K_MAX = 3.5          # plane-wave cutoff, inverse bohr
K_TOTAL = 40         # cells times k points, kept at least this large


def xc_potential(density, correlation):
    """Local exchange, optionally with Wigner correlation."""
    v = -(3 * density / np.pi) ** (1 / 3)
    if correlation:
        rs = (3 / (4 * np.pi * density)) ** (1 / 3)
        v = v - 0.44 / (rs + 7.8) - rs / 3 * 0.44 / (rs + 7.8) ** 2
    return v


def hamiltonian(vq, g, length, k):
    """Plane-wave Hamiltonian; real when the cell has inversion symmetry."""
    h = vq[(g[:, None] - g[None, :]) % len(vq)]
    if np.abs(h.imag).max() < 1e-11:
        h = h.real
    return h + np.diag(0.5 * (k + 2 * np.pi * g / length) ** 2)


def solve(positions, length, nk, correlation=False):
    """Self-consistent solution for ion planes in a periodic cell."""
    gmax = int(K_MAX * length / (2 * np.pi)) + 1
    m = 4 * gmax + 2
    g = np.arange(-gmax, gmax + 1)
    q = 2 * np.pi * np.fft.fftfreq(m, d=length / m)
    planes = np.exp(-1j * np.outer(q, positions)).sum(axis=1)
    planes = planes * 2 / (AREA * length)
    ion = planes * np.exp(-(q * ION_WIDTH) ** 2 / 2)
    guess = planes * np.exp(-(q * GUESS_WIDTH) ** 2 / 2)
    safe_q2 = np.where(q == 0, 1.0, q**2)
    coulomb = np.where(q == 0, 0.0, 4 * np.pi / safe_q2)
    # approximate inverse dielectric function, used only to speed convergence
    precond = np.where(q == 0, 1.0, (q**2 + 0.06) / (q**2 + 1.27))

    def potentials(nq):
        electro = np.fft.ifft(coulomb * (nq - ion)).real * m
        density = np.fft.ifft(nq).real * m
        return electro, electro + xc_potential(density, correlation)

    nocc = len(positions)
    kpts = (np.arange(nk) - nk // 2) / nk * 2 * np.pi / length
    v = potentials(guess)[1]
    old_v, old_r = [], []
    for _ in range(120):
        vq = np.fft.fft(v) / m
        density = np.zeros(m)
        homo, lumo = -np.inf, np.inf
        for k in kpts:
            e, c = eigh(hamiltonian(vq, g, length, k),
                        subset_by_index=[0, nocc])
            homo, lumo = max(homo, e[nocc - 1]), min(lumo, e[nocc])
            padded = np.zeros((m, nocc), dtype=complex)
            padded[g % m] = c[:, :nocc]
            waves = np.fft.ifft(padded, axis=0) * m
            density += (np.abs(waves) ** 2).sum(axis=1)
        density *= 2 / (AREA * length * nk)
        electro, v_out = potentials(np.fft.fft(density) / m)
        residual = v_out - v
        if np.abs(residual).max() < 1e-9:
            break
        r = np.fft.ifft(precond * np.fft.fft(residual)).real
        old_v, old_r = (old_v + [v])[-10:], (old_r + [r])[-10:]
        step = r
        if len(old_v) > 1:
            dv = np.diff(np.array(old_v), axis=0).T
            dr = np.diff(np.array(old_r), axis=0).T
            weights = np.linalg.lstsq(dr, r, rcond=1e-12)[0]
            step = r - (dv + dr) @ weights
        v = v + step
    else:
        raise RuntimeError("self-consistency not reached")
    return dict(q=q, g=g, length=length, vq=vq, electro=electro,
                eq=np.fft.fft(electro) / m, homo=homo, lumo=lumo)


@lru_cache(maxsize=None)
def bulk(strain, correlation=False):
    """Bulk edges relative to the mean electrostatic energy, and masses."""
    cell = SPACING * (1 + strain)
    sol = solve(np.array([cell / 2]), cell, K_TOTAL, correlation)

    def bands(k):
        return eigh(hamiltonian(sol["vq"], sol["g"], cell, k),
                    eigvals_only=True)[:2]

    dk = 0.005
    edge, near = bands(np.pi / cell), bands(np.pi / cell - dk)
    masses = dk**2 / (2 * np.abs(near - edge))
    return dict(sol=sol, edge=edge, masses=masses, cell=cell)


def series(sol, x, factor=1.0):
    """Evaluate the electrostatic Fourier series at points x."""
    phase = np.exp(1j * np.outer(np.atleast_1d(x), sol["q"]))
    return (phase @ (sol["eq"] * factor)).real


def junction(n, strain=STRAIN, correlation=False, opening=0.0):
    """Join n planes at +strain to n planes at -strain and align."""
    plus, minus = bulk(strain, correlation), bulk(-strain, correlation)
    length = n * (plus["cell"] + minus["cell"]) + 2 * opening
    j = np.arange(n) - (n - 1) / 2
    positions = np.concatenate([j * plus["cell"],
                                length / 2 + j * minus["cell"]])
    nk = int(np.ceil(K_TOTAL / (2 * n)))
    sol = solve(positions, length, nk, correlation)
    window = (np.sinc(sol["q"] * plus["cell"] / (2 * np.pi))
              * np.sinc(sol["q"] * minus["cell"] / (2 * np.pi)))
    mean = series(sol, [0.0, length / 2], window)
    edges = np.array([plus["edge"] + mean[0], minus["edge"] + mean[1]])
    return dict(sol=sol, mean=mean, edges=edges,
                slope=(mean[0] - mean[1]) / (2 * strain),
                xi=(edges[0] - edges[1]) / (2 * strain))


def confinement(mass, depth, well, barrier):
    """Lowest energy above the well bottom in a periodic square well."""
    top = min(depth, np.pi**2 / (2 * mass * well**2))

    def mismatch(energy):
        k = np.sqrt(2 * mass * energy)
        kappa = np.sqrt(2 * mass * (depth - energy))
        return (k * np.tan(k * well / 2)
                - kappa * np.tanh(kappa * barrier / 2))

    return brentq(mismatch, top * 1e-9, top * (1 - 1e-9))


# Thickness scan and the main result.
counts = [4, 6, 8, 12, 16, 20]
scan = {n: junction(n) for n in counts}
main = scan[20]
zero, plus, minus = bulk(0.0), bulk(STRAIN), bulk(-STRAIN)
bulk_part = (plus["edge"] - minus["edge"]) / (2 * STRAIN)
change = {n: np.abs(scan[n]["xi"] - main["xi"]).max() * EV for n in counts}
assert change[16] < 0.05
assert change[12] < change[4]

# The centre of each region must carry the separately computed bulk potential.
bulk_error = 0.0
for region, centre, level in ((plus, 0.0, main["mean"][0]),
                              (minus, main["sol"]["length"] / 2,
                               main["mean"][1])):
    x = np.linspace(-region["cell"], region["cell"], 81)
    difference = (series(main["sol"], centre + x) - level
                  - series(region["sol"], x))
    bulk_error = max(bulk_error, np.abs(difference).max())
assert bulk_error * EV < 5e-4

# Lineup from moving one plane in the unstrained crystal, with no junction.
cells, shift = 32, 0.05
positions = SPACING * np.arange(cells)
positions[0] += shift
moved = solve(positions, cells * SPACING, 2)
points = len(moved["electro"])
index = np.arange(points)
odd = (moved["electro"] - moved["electro"][(-index) % points]) / (2 * shift)
grid_step = moved["length"] / points
x = np.where(index <= points // 2, index, index - points) * grid_step
response_slope = -np.sum(x * odd) * grid_step / SPACING
assert abs(response_slope - main["slope"]) < 0.02 * abs(main["slope"])

# Supercell levels against a square well built from the aligned edges.
levels = np.array([main["sol"]["homo"], main["sol"]["lumo"]])
predicted, best_edge = np.zeros(2), np.zeros(2)
for band, sign in ((0, -1), (1, 1)):
    pair = sign * main["edges"][:, band]
    well = int(np.argmin(pair))
    widths = [20 * plus["cell"], 20 * minus["cell"]]
    rise = confinement(zero["masses"][band], abs(pair[0] - pair[1]),
                       widths[well], widths[1 - well])
    best_edge[band] = sign * pair[well]
    predicted[band] = sign * (pair[well] + rise)
assert np.abs(levels - predicted).max() * EV < 0.005
level_gap = np.abs(levels - best_edge) * EV
assert level_gap.min() > 10 * change[16] * STRAIN

# Junction relaxation, larger strain and correlation at a common thickness.
base = scan[12]
opening = 0.01 * SPACING
opened = junction(12, opening=opening)
open_change = opened["slope"] / base["slope"] - 1
assert abs(open_change) < 0.10
large = junction(12, strain=2 * STRAIN)
correlated = junction(12, correlation=True)

thermal = const.k * 300 / const.e
gap = (zero["edge"][1] - zero["edge"][0]) * EV
donors = 1e16
debye = np.sqrt(const.epsilon_0 * thermal / (const.e * donors * 1e6)) * 1e9

print(f"Layer spacing: {SPACING * NM:.3f} nm")
print(f"In-plane area per plane: {AREA * NM**2:.4f} nm^2")
print(f"Ion-plane Gaussian width: {ION_WIDTH * NM:.3f} nm")
print(f"Valence density: {2 / (AREA * SPACING * NM**3):.1f} per nm^3")
print(f"Strain in the two regions: +/- {100 * STRAIN:.1f} %")
print(f"Unstrained gap: {gap:.4f} eV")
print(f"Hole, electron mass: {zero['masses'][0]:.4f}, "
      f"{zero['masses'][1]:.4f} electron masses")
for name, item in (("+", plus), ("-", minus)):
    print(f"Bulk valence, conduction edge from mean, {name} strain: "
          f"{item['edge'][0] * EV:.5f}, {item['edge'][1] * EV:.5f} eV")
print(f"Macroscopic mean, + and - region: {main['mean'][0] * EV:.5f}, "
      f"{main['mean'][1] * EV:.5f} eV")
print(f"Mean-potential step: {np.subtract(*main['mean']) * EV:.5f} eV")
for name, row in (("+", 0), ("-", 1)):
    print(f"Aligned valence, conduction edge, {name} region: "
          f"{main['edges'][row, 0] * EV:.5f}, "
          f"{main['edges'][row, 1] * EV:.5f} eV")
print(f"Bulk-only slopes, valence, conduction: {bulk_part[0] * EV:.3f}, "
      f"{bulk_part[1] * EV:.3f} eV")
print(f"Lineup slope, supercell: {main['slope'] * EV:.4f} eV")
print(f"Lineup slope, one moved plane: {response_slope * EV:.4f} eV")
print(f"Absolute deformation potential, valence: {main['xi'][0] * EV:.3f} eV")
print("Absolute deformation potential, conduction: "
      f"{main['xi'][1] * EV:.3f} eV")
print("Scan: planes, thickness (nm), lineup slope, Xi_v, Xi_c (eV)")
for n in counts:
    s = scan[n]
    print(f"  {n:2d}  {n * SPACING * NM:.2f}  {s['slope'] * EV:.4f}  "
          f"{s['xi'][0] * EV:.4f}  {s['xi'][1] * EV:.4f}")
print(f"Largest Xi change, 16 to 20 planes: {change[16]:.2e} eV")
print(f"Largest central mismatch with bulk: {bulk_error * EV * 1e3:.2e} meV")
for band, name in ((0, "Highest filled"), (1, "Lowest empty")):
    print(f"{name} level, supercell and square well: "
          f"{levels[band] * EV:.5f}, {predicted[band] * EV:.5f} eV")
    print(f"  distance from aligned edge: {level_gap[band] * 1e3:.2f} meV")
print(f"Junction opening tested: {opening * NM:.4f} nm")
print(f"Relative lineup change on opening: {100 * open_change:.3f} %")
for name, item in (("doubled strain", large), ("correlation", correlated)):
    delta = (item["xi"] - base["xi"]) * EV
    print(f"Change of Xi_v, Xi_c from {name}: "
          f"{delta[0]:.4f}, {delta[1]:.4f} eV")
print("In-plane kinetic scale left out: "
      f"{np.pi**2 / (2 * AREA) * EV:.2f} eV")
print(f"Thermal energy at 300 K: {thermal * 1e3:.2f} meV")
print(f"Thermal carrier factor exp(-gap/2kT): "
      f"{np.exp(-gap / (2 * thermal)):.2e}")
print(f"Debye length at {donors:.0e} cm^-3, permittivity 1: {debye:.1f} nm")
print("PASS")
```

Running it gives:

```
Layer spacing: 0.300 nm
In-plane area per plane: 0.0330 nm^2
Ion-plane Gaussian width: 0.070 nm
Valence density: 202.0 per nm^3
Strain in the two regions: +/- 1.0 %
Unstrained gap: 2.7962 eV
Hole, electron mass: 0.1993, 0.1427 electron masses
Bulk valence, conduction edge from mean, + strain: -5.54212, -2.69127 eV
Bulk valence, conduction edge from mean, - strain: -5.38266, -2.64192 eV
Macroscopic mean, + and - region: 0.04522, -0.04618 eV
Mean-potential step: 0.09141 eV
Aligned valence, conduction edge, + region: -5.49690, -2.64604 eV
Aligned valence, conduction edge, - region: -5.42885, -2.68810 eV
Bulk-only slopes, valence, conduction: -7.973, -2.467 eV
Lineup slope, supercell: 4.5704 eV
Lineup slope, one moved plane: 4.5745 eV
Absolute deformation potential, valence: -3.402 eV
Absolute deformation potential, conduction: 2.103 eV
Scan: planes, thickness (nm), lineup slope, Xi_v, Xi_c (eV)
   4  1.20  4.5284  -3.4445  2.0609
   6  1.80  4.5632  -3.4097  2.0957
   8  2.40  4.5689  -3.4040  2.1014
  12  3.60  4.5703  -3.4025  2.1029
  16  4.80  4.5704  -3.4024  2.1030
  20  6.00  4.5704  -3.4024  2.1030
Largest Xi change, 16 to 20 planes: 7.71e-06 eV
Largest central mismatch with bulk: 1.22e-02 meV
Highest filled level, supercell and square well: -5.44893, -5.44867 eV
  distance from aligned edge: 20.08 meV
Lowest empty level, supercell and square well: -2.67133, -2.67156 eV
  distance from aligned edge: 16.78 meV
Junction opening tested: 0.0030 nm
Relative lineup change on opening: 0.002 %
Change of Xi_v, Xi_c from doubled strain: 0.0010, 0.0005 eV
Change of Xi_v, Xi_c from correlation: -0.0264, 0.0356 eV
In-plane kinetic scale left out: 11.39 eV
Thermal energy at 300 K: 25.85 meV
Thermal carrier factor exp(-gap/2kT): 3.26e-24
Debye length at 1e+16 cm^-3, permittivity 1: 12.0 nm
PASS
```
